**One-loop hypercharge pole of the Standard Model**

The program tests the estimate Λ_Y = μ₀ exp[2π/(b_Y α_Y)] ≈ 2 × 10^41 GeV, where α_Y = g′²/4π is the hypercharge coupling at μ₀ = 91 GeV, Q = T3 + Y, and b_Y = 41/6. It sums Landau-level energies with a smooth cutoff and asserts that the spin weights agree with (−1)^F(1/3 − 4σ²) within 1.5%, where σ is the size of the spin projection and F is 1 for fermions and 0 for bosons. It counts states to assert b_Y = 41/6, b_2 = −19/6 and b_Q = b_Y + b_2. Diagonalizing the neutral mass matrix confirms that the massless state couples to T3 + Y with strength e, and matrix inversion confirms the photon-plus-Z exchange formula. Numerical integration of both gauge couplings up to g′ = 50 agrees with the predicted pole position and gives a finite electric coupling, 1/α ≈ 75. The output also shows the photon-only pole near 10^35 GeV and the electron-only pole near 10^277 GeV. Two-loop terms, detailed thresholds and gravity are not included.

## Verification by program

```python
"""
Result under test: the one-loop hypercharge coupling of the Standard Model,
1/alpha_Y(mu) = 1/alpha_Y(mu0) - (b_Y/2 pi) ln(mu/mu0) with b_Y = 41/6,
has its pole near 1e41 GeV, while the electric coupling is still finite there.
Symbols: Q = T3 + Y; g, gp = SU(2) and hypercharge couplings;
alpha_2 = g^2/4pi, alpha_Y = gp^2/4pi, 1/alpha = 1/alpha_2 + 1/alpha_Y;
b = sum over charged states of (-1)^F (1/3 - 4 sigma^2) charge^2,
sigma = size of the spin projection, F = 1 for fermions and 0 for bosons.
"""
from fractions import Fraction as Fr
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import k0e, k1e

# ---- Spin weights from explicit sums over Landau levels (q B = 1) ----
CUTOFF2 = 5.0e4          # squared energy cutoff, in units of q B


def level_energy(u):
    """Integral dp/(2 pi) of E exp(-E^2/cutoff^2), with E^2 = p^2 + u."""
    z = u / (2 * CUTOFF2)
    return u * np.exp(-2 * z) * (k0e(z) + k1e(z)) / (4 * np.pi)


def field_energies(mass2, sigmas):
    """Vacuum energy density with field minus without, per boson spin state."""
    start = mass2 + 2.0 * np.arange(int(15 * CUTOFF2))
    nodes, weights = np.polynomial.legendre.leggauss(4)
    no_field = sum(0.5 * w * level_energy(start + 1 + x)
                   for x, w in zip(nodes, weights))
    energies = []
    for s in sigmas:
        with_field = 0.5 * (level_energy(start + 1 + 2 * s)
                            + level_energy(start + 1 - 2 * s))
        energies.append(np.sum(with_field - no_field) / (2 * np.pi))
    return np.array(energies)


sigmas = np.array([0.0, 0.5, 1.0])
statistics_sign = np.array([1, -1, 1])
light2, heavy2 = 10.0, 40.0
log_mass_ratio = 0.5 * np.log(heavy2 / light2)
difference = field_energies(light2, sigmas) - field_energies(heavy2, sigmas)
measured = statistics_sign * 16 * np.pi**2 * difference / log_mass_ratio
predicted = statistics_sign * (1 / 3 - 4 * sigmas**2)
# finite cutoff and finite field leave errors of order half a percent
assert np.allclose(measured, predicted, rtol=0.015, atol=0)

# ---- Coefficients by counting states ----
WEYL, SCALAR, VECTOR = Fr(2, 3), Fr(1, 3), Fr(-22, 3)
half = Fr(1, 2)
# (number of copies, T3, Y), for three generations and three colours
fermions = [(9, half, Fr(1, 6)), (9, -half, Fr(1, 6)),
            (9, Fr(0), Fr(2, 3)), (9, Fr(0), Fr(-1, 3)),
            (3, half, -half), (3, -half, -half), (3, Fr(0), Fr(-1))]
higgs = [(1, half, half), (1, -half, half)]
w_boson = [(1, Fr(1), Fr(0))]


def contributions(charge):
    groups = ((WEYL, fermions), (SCALAR, higgs), (VECTOR, w_boson))
    return [weight * sum(n * charge(t, y)**2 for n, t, y in group)
            for weight, group in groups]


parts_Y = contributions(lambda t, y: y)
parts_2 = contributions(lambda t, y: t)
parts_Q = contributions(lambda t, y: t + y)
b_Y, b_2, b_Q = sum(parts_Y), sum(parts_2), sum(parts_Q)
assert b_Y == Fr(41, 6) and b_2 == Fr(-19, 6)
assert b_Q == b_Y + b_2

# ---- Round inputs at the weak scale ----
mu0 = 91.0               # GeV, also used as the Z mass
inv_alpha, sin2 = 128.0, 0.23
inv_Y, inv_2 = inv_alpha * (1 - sin2), inv_alpha * sin2
g, gp = np.sqrt(4 * np.pi / inv_2), np.sqrt(4 * np.pi / inv_Y)


def mixing_matrix(g, gp):
    return np.array([[g * g, -g * gp], [-g * gp, gp * gp]])


def photon_vector(g, gp):
    vector = np.linalg.eigh(mixing_matrix(g, gp))[1][:, 0]
    return vector * np.sign(vector[1])


# the massless state couples to T3 + Y with strength e
photon = photon_vector(g, gp)
e_charge = np.sqrt(4 * np.pi / inv_alpha)
for _, t, y in fermions + higgs + w_boson:
    coupling = photon @ np.array([g * float(t), gp * float(y)])
    assert abs(coupling - e_charge * float(t + y)) < 1e-12

# ---- Neutral exchange between right-handed electrons ----
mass_matrix = mu0**2 * mixing_matrix(g, gp) / (g * g + gp * gp)
source = np.array([0.0, -gp])
momenta = np.array([1.0, 91.0, 1000.0, 10000.0])
strength = np.array([k * k * source @ np.linalg.solve(
    k * k * np.eye(2) + mass_matrix, source) / (4 * np.pi) for k in momenta])
tan2 = sin2 / (1 - sin2)
formula = (1 + tan2 * momenta**2 / (momenta**2 + mu0**2)) / inv_alpha
assert np.allclose(strength, formula, rtol=1e-9)
assert abs(1 / strength[0] - inv_alpha) < 0.02
assert abs(1 / strength[-1] - inv_Y) < 0.02

# ---- Pole positions ----


def pole_log(inverse_coupling, b):
    return 2 * np.pi * inverse_coupling / float(b)


def decades(log_ratio, scale):
    return log_ratio / np.log(10) + np.log10(scale)


log_Y = pole_log(inv_Y, b_Y)
dec_Y = decades(log_Y, mu0)
inv_2_pole = inv_2 - float(b_2) * log_Y / (2 * np.pi)

# independent road: integrate both couplings up to gp = 50
slopes = np.array([float(b_2), float(b_Y)]) / (16 * np.pi**2)


def reached(t, couplings):
    return couplings[1] - 50.0


reached.terminal = True
run = solve_ivp(lambda t, c: slopes * c**3, (0, 200), [g, gp],
                events=reached, rtol=1e-10, atol=1e-12)
assert len(run.t_events[0]) == 1
log_numeric = run.t_events[0][0]
g_end, gp_end = run.y_events[0][0]
e_end = photon_vector(g_end, gp_end)[1] * gp_end
inv_alpha_end = 4 * np.pi / e_end**2
# stopping at gp = 50 leaves a distance of about 0.005 to the pole
assert abs(log_numeric - log_Y) < 0.01
assert abs(inv_alpha_end - inv_2_pole) < 0.02

# ---- Comparison scales ----
planck = np.sqrt(const.hbar * const.c / const.G) * const.c**2 / const.e / 1e9
inv_Y_planck = inv_Y - float(b_Y) * np.log(planck / mu0) / (2 * np.pi)
electron = const.m_e * const.c**2 / const.e / 1e9
dec_electron = decades(pole_log(1 / const.alpha, 2 * WEYL), electron)
dec_photon_only = decades(pole_log(inv_alpha, parts_Q[0]), mu0)
dec_full = decades(pole_log(inv_alpha, b_Q), mu0)
shift = dec_Y - decades(pole_log(inv_Y, 1.01 * float(b_Y)), mu0)
strong_factor = np.exp(2 * np.pi / float(b_Y))
assert 40.5 < dec_Y < 41.5
assert planck < 10**dec_photon_only < 10**dec_Y < 10**dec_full

# ---- Output ----
for s, m, p in zip(sigmas, measured, predicted):
    print(f"spin weight, sigma={s}: level sum {m:.4f}, formula {p:.4f}")
print("b_Y from fermions, Higgs, W:", *parts_Y, "total", b_Y)
print("b_2 from fermions, Higgs, W:", *parts_2, "total", b_2)
print("b_Q from fermions, Higgs, W:", *parts_Q, "total", b_Q)
print(f"starting scale mu0 = {mu0:.0f} GeV")
print(f"1/alpha(mu0) = {inv_alpha:.0f}, sin^2 theta_W = {sin2:.2f}")
print(f"1/alpha_Y(mu0) = {inv_Y:.2f}")
print(f"1/alpha_2(mu0) = {inv_2:.2f}")
print(f"g' = {gp:.4f}, g = {g:.4f}, e = {e_charge:.4f} at mu0")
for k, a in zip(momenta, strength):
    print(f"e_R exchange, k = {k:.0f} GeV: 1/strength = {1 / a:.2f}")
print(f"slope b_Y/(2 pi) = {float(b_Y) / (2 * np.pi):.4f}")
print(f"ln(Lambda_Y/mu0), formula = {log_Y:.2f}")
print(f"ln(mu/mu0) at g' = 50, integrated = {log_numeric:.2f}")
print(f"log10(Lambda_Y/GeV) = {dec_Y:.2f}")
print(f"Lambda_Y = {10**dec_Y:.1e} GeV = {10**(dec_Y + 9):.1e} eV")
print(f"1/alpha_2 at Lambda_Y, formula = {inv_2_pole:.2f}")
print(f"1/alpha at g' = 50, integrated = {inv_alpha_end:.2f}")
print(f"Planck scale = {planck:.2e} GeV")
print(f"1/alpha_Y at Planck scale = {inv_Y_planck:.2f}")
print(f"electron mass = {electron:.3e} GeV")
print(f"1/alpha at low energy = {1 / const.alpha:.3f}")
print(f"log10(pole/GeV), electron-only QED = {dec_electron:.1f}")
print(f"log10(pole/GeV), photon-only, all fermions = {dec_photon_only:.1f}")
print(f"log10(scale/GeV), formal zero of full 1/alpha = {dec_full:.1f}")
print(f"drop of log10(Lambda_Y) for 1% larger slope = {shift:.2f}")
print(f"Lambda_Y / (scale where alpha_Y = 1) = {strong_factor:.2f}")
print("PASS")
```

It prints:

```
spin weight, sigma=0.0: level sum 0.3345, formula 0.3333
spin weight, sigma=0.5: level sum 0.6693, formula 0.6667
spin weight, sigma=1.0: level sum -3.6877, formula -3.6667
b_Y from fermions, Higgs, W: 20/3 1/6 0 total 41/6
b_2 from fermions, Higgs, W: 4 1/6 -22/3 total -19/6
b_Q from fermions, Higgs, W: 32/3 1/3 -22/3 total 11/3
starting scale mu0 = 91 GeV
1/alpha(mu0) = 128, sin^2 theta_W = 0.23
1/alpha_Y(mu0) = 98.56
1/alpha_2(mu0) = 29.44
g' = 0.3571, g = 0.6533, e = 0.3133 at mu0
e_R exchange, k = 1 GeV: 1/strength = 128.00
e_R exchange, k = 91 GeV: 1/strength = 111.37
e_R exchange, k = 1000 GeV: 1/strength = 98.75
e_R exchange, k = 10000 GeV: 1/strength = 98.56
slope b_Y/(2 pi) = 1.0876
ln(Lambda_Y/mu0), formula = 90.62
ln(mu/mu0) at g' = 50, integrated = 90.62
log10(Lambda_Y/GeV) = 41.32
Lambda_Y = 2.1e+41 GeV = 2.1e+50 eV
1/alpha_2 at Lambda_Y, formula = 75.11
1/alpha at g' = 50, integrated = 75.12
Planck scale = 1.22e+19 GeV
1/alpha_Y at Planck scale = 55.67
electron mass = 5.110e-04 GeV
1/alpha at low energy = 137.036
log10(pole/GeV), electron-only QED = 277.2
log10(pole/GeV), photon-only, all fermions = 34.7
log10(scale/GeV), formal zero of full 1/alpha = 97.2
drop of log10(Lambda_Y) for 1% larger slope = 0.39
Lambda_Y / (scale where alpha_Y = 1) = 2.51
PASS
```
